# Pore Radius and Positronium Pick-off: The Tao-Eldrup Relation Derived Twice

## First derivation: overlap with the electron layer

### The physical situation

The permittivity of an interlayer dielectric can be lowered by filling part of it with pores. When positrons are implanted in such a film, some of them bind an electron and form positronium (Ps), and some of this Ps settles in the pores. In the spin-triplet state, orthopositronium (o-Ps), the pair would live about 140 ns in vacuum. In a pore it lives for a shorter time, because its positron can also annihilate with an electron of the wall. This process is called pick-off. A small pore brings the positron to the wall more often than a large one, so the lifetime carries information about the pore size. The question is how a measured rate becomes a radius.

The model pore is a sphere of free radius $R$. Its wall is represented by a layer of electrons of thickness $D$, which covers $R<r<R_0$ with $R_0=R+D$. The Ps centre of mass moves freely out to $R_0$, where an infinite barrier stops it. The result to be derived is

$$
\lambda_{\rm po}=\lambda_A P,\qquad
P=1-\frac{R}{R_0}+\frac{1}{2\pi}\sin\frac{2\pi R}{R_0}. \tag{1}
$$

The overlap of Ps with the layer determines the geometric factor $P$. It determines neither $\lambda_A$, the annihilation rate for Ps wholly inside the layer, nor $D$. The first needs an assumption about the electron density at the positron, and the second is an effective length fixed by calibration.

Hartree atomic units are used except where stated. Pore lengths are given in nm and rates in ns$^{-1}$.

### Two photons from a pair at rest

The rate constant for annihilation comes from the lowest-order amplitude of quantum electrodynamics. For this calculation alone, let $\hbar=c=m=1$ and $e^2=4\pi\alpha$, where $m$ is the electron mass. The electron and the positron are slow, so each has four-momentum $p=(1,\mathbf 0)$. The photons have momenta $k_1=(1,\mathbf n)$ and $k_2=(1,-\mathbf n)$, with $\mathbf n$ a unit vector, and real polarisation vectors $\boldsymbol\epsilon_1,\boldsymbol\epsilon_2$ perpendicular to $\mathbf n$. Up to a phase, the sum over the two orders of emission is

$$
M=e^2\,\bar v\left[
\frac{\not\epsilon_2(\not p-\not k_1+1)\not\epsilon_1}{(p-k_1)^2-1}
+\frac{\not\epsilon_1(\not p-\not k_2+1)\not\epsilon_2}{(p-k_2)^2-1}
\right]u .
$$

Both denominators equal $1-2p\cdot k_i-1=-2$. In the numerators, $p\cdot\epsilon_i=0$ allows $\not p$ to be moved through $\not\epsilon_i$ with a change of sign. The Dirac equation $(\not p-1)u=0$ then gives

$$
(\not p+1)\not\epsilon_i u=-\not\epsilon_i(\not p-1)u=0 .
$$

What remains is

$$
M=\frac{e^2}{2}\,\bar v\left[\not\epsilon_2\not k_1\not\epsilon_1+\not\epsilon_1\not k_2\not\epsilon_2\right]u .
$$

Write $a_i=\boldsymbol\epsilon_i\cdot\boldsymbol\gamma$ and $\nu=\mathbf n\cdot\boldsymbol\gamma$. Then $\not\epsilon_i=-a_i$, $\not k_1=\gamma^0-\nu$ and $\not k_2=\gamma^0+\nu$. Each $a_i$ anticommutes with $\gamma^0$ and, because $\boldsymbol\epsilon_i\perp\mathbf n$, also with $\nu$. The bracket becomes

$$
-\gamma^0(a_2a_1+a_1a_2)+\nu(a_2a_1-a_1a_2).
$$

The first term is $2\gamma^0\,\boldsymbol\epsilon_1\cdot\boldsymbol\epsilon_2$. It contributes a multiple of $\bar v\gamma^0u=v^\dagger u$. At rest $u=\sqrt2\,(\chi,0)$ has upper components alone and $v=\sqrt2\,(0,\eta)$ has lower components alone, so this product vanishes.

For the second term, the Dirac matrices obey $\gamma^i\gamma^j=-\delta_{ij}-i\epsilon_{ijk}\Sigma_k$, where $\Sigma_k$ has the Pauli matrix $\sigma_k$ in both diagonal blocks. Hence

$$
a_2a_1-a_1a_2=2i(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\cdot\boldsymbol\Sigma
=2iX\,\mathbf n\cdot\boldsymbol\Sigma,\qquad
X=(\boldsymbol\epsilon_1\times\boldsymbol\epsilon_2)\cdot\mathbf n .
$$

The matrix $\gamma^0\nu\,\mathbf n\cdot\boldsymbol\Sigma$ has $(\mathbf n\cdot\boldsymbol\sigma)^2=1$ in its off-diagonal blocks. Its matrix element is therefore $2\eta^\dagger\chi$, and

$$
M=2ie^2X\,\eta^\dagger\chi .
$$

The spinor $\eta$ is related to the spin state $\varphi$ of the positron by charge conjugation, $\eta=i\sigma_2\varphi^*$ up to a phase. This gives $\eta^\dagger\chi=\chi_\uparrow\varphi_\downarrow-\chi_\downarrow\varphi_\uparrow$. The combination vanishes for all three triplet states and equals $\sqrt2$ for the normalised singlet. A triplet pair at rest therefore does not annihilate into two photons.

Two of the four choices of linear polarisation have $X^2=1$, and the other two have $X=0$. The sum of $|M|^2$ over polarisations and spins is thus $4e^4\times2\times2=16e^4$, and the average over four initial spin states is $4e^4$.

The two-photon phase space is

$$
\Phi_2=\frac{1}{4\pi^2}\int\frac{4\pi k^2\,dk}{4k^2}\,\delta(2-2k)=\frac{1}{8\pi}.
$$

With the flux factor $1/4$ and a factor $1/2$ for identical photons, the product of cross-section and relative speed is

$$
\sigma v=\frac14\,(4e^4)\,\frac12\,\frac1{8\pi}=\frac{e^4}{16\pi}=\pi\alpha^2 .
$$

In these units the length is $\alpha$ bohr and the speed is $1/\alpha$ atomic units. Conversion to Hartree units multiplies $\sigma v$ by $\alpha^2/\alpha=\alpha$:

$$
\sigma v=\pi\alpha^3=1.2208\times10^{-6}. \tag{2}
$$

A slow positron in spin-unpolarised electrons of density $n$ consequently annihilates into two photons at the rate $\pi\alpha^3n$. Here $n$ means the density at the positron, including any pile-up of electrons that its attraction causes. For a pair known to be in the singlet state the rate is four times larger at the same density, since the average in (2) includes three triplet states that contribute nothing.

### Free positronium as the standard of density

The relative motion in Ps has reduced mass $1/2$, so its Schrödinger equation is $-\nabla^2\psi-\psi/r=E\psi$. For $\psi\propto e^{-r/2}$ one has $\nabla^2\psi=(1/4-1/r)\psi$. The terms in $1/r$ cancel and $E=-1/4$. Since $\int e^{-r}4\pi r^2dr=8\pi$, the normalised state and its contact density are

$$
\psi=\frac{e^{-r/2}}{\sqrt{8\pi}},\qquad |\psi(0)|^2=\frac1{8\pi}=0.0398\ \text{bohr}^{-3}.
$$

The singlet rate at leading order is

$$
\lambda_S=4\pi\alpha^3\,\frac1{8\pi}=\frac{\alpha^3}{2}=8.03\ \text{ns}^{-1}.
$$

The triplet can decay into three photons. Let $J$ be the squared three-photon amplitude divided by $e^6$, summed over spins and polarisations and integrated over two photon energies in units of $mc^2$. The three-photon phase space is

$$
d\Phi_3=\frac{(4\pi\omega_1^2d\omega_1)(2\pi\omega_2^2d\omega_2)}{(2\pi)^5\,8\omega_1\omega_2\omega_3}\,
\frac{\omega_3}{\omega_1\omega_2}=\frac{d\omega_1d\omega_2}{32\pi^3}.
$$

The factor $\omega_3/(\omega_1\omega_2)$ comes from using the energy delta function to fix the angle between two photons. In relativistic units the contact density is $\alpha^3/(8\pi)$. The flux factor, the triplet average and the identical-photon factor are $1/4$, $1/3$ and $1/6$. Together with $e^6=64\pi^3\alpha^3$ they give $\alpha^6J/(288\pi)$ in units of $mc^2/\hbar$, or

$$
\lambda_T=\frac{\alpha^4J}{288\pi}
$$

in Hartree units. Gauss-Legendre integration of the sum over the six orders of emission gives $J=55.65$. This agrees to the digits shown with the established closed form $J=64(\pi^2-9)$, which is used here without an analytical derivation of the integral:

$$
\lambda_T=\frac{2(\pi^2-9)}{9\pi}\alpha^4=0.00721\ \text{ns}^{-1}.
$$

Its inverse is 139 ns, the vacuum lifetime at leading order. Higher-order corrections, left out here, lengthen it by about 2%.

### From local annihilation to an overlap

Let $n_+(\mathbf r)$ be the positron density, normalised to one, and $n_-(\mathbf r)$ the density of wall electrons as met by the positron. Annihilation is local on the scale of the wave functions, so the contributions of all points add:

$$
\lambda_{\rm po}=\kappa\int n_+(\mathbf r)\,n_-(\mathbf r)\,d^3r . \tag{3}
$$

Here $\kappa$ is the rate per unit electron density for random relative spins. A wall electron forms a singlet with the positron with probability $1/4$ and a triplet with probability $3/4$.

The model now takes $n_-$ to be uniform in the layer and equal to the contact density of free Ps. This choice fixes the layer rate,

$$
\lambda_A=\frac{\kappa}{8\pi}=\frac{\lambda_S+3\lambda_T}{4}
=\frac{8.0325+3(0.007211)}{4}=2.01\ \text{ns}^{-1}. \tag{4}
$$

It is a modelling choice. A different density in the wall would rescale $\lambda_A$ and leave $P$ unchanged.

The model also places the positron at the centre of mass of Ps. Then $n_+=|\Psi|^2$, where $\Psi$ is the wave function of the centre of mass, and (3) reduces to $\lambda_A$ times the probability of finding the centre of mass in the layer.

### The ground state and its weight in the layer

Ps has mass 2, so inside the well $-\nabla^2\Psi/4=E\Psi$. The ground state has no angular dependence. With $\Psi=u(r)/(\sqrt{4\pi}\,r)$ the equation becomes

$$
-\frac14u''=Eu,\qquad u(0)=u(R_0)=0 .
$$

The condition at the origin keeps $\Psi$ finite, and the condition at $R_0$ expresses the infinite barrier. The lowest solution has half a wavelength between the two zeros. Since $\sin^2$ averages to $1/2$ over this interval,

$$
u=\sqrt{\frac2{R_0}}\sin\frac{\pi r}{R_0},\qquad E_0=\frac{\pi^2}{4R_0^2}. \tag{5}
$$

The probability in the layer is

$$
P=\frac2{R_0}\int_R^{R_0}\sin^2\frac{\pi r}{R_0}\,dr
=\frac1{R_0}\int_R^{R_0}\left(1-\cos\frac{2\pi r}{R_0}\right)dr .
$$

The first term gives $(R_0-R)/R_0$. The second gives $-[\sin2\pi-\sin(2\pi R/R_0)]/(2\pi)$. Their sum is the factor $P$ in (1), which completes the first derivation.

### What the geometric factor says

The relative thickness $\delta=D/R_0$ is a convenient variable. Because $R/R_0=1-\delta$ and $\sin(2\pi-2\pi\delta)=-\sin2\pi\delta$,

$$
P=\delta-\frac{\sin2\pi\delta}{2\pi},\qquad \frac{dP}{d\delta}=1-\cos2\pi\delta . \tag{6}
$$

The derivative is positive for $0<\delta<1$. As the pore grows at fixed $D$, $\delta$ falls and the pick-off rate falls with it, so one rate between zero and $\lambda_A$ corresponds to one radius. In the limit $R\to0$ the layer fills the well, $P\to1$ and the rate tends to $\lambda_A$.

For a wide pore, the expansion of the sine through fifth order gives

$$
P=\frac{(2\pi)^2\delta^3}{6}-\frac{(2\pi)^4\delta^5}{120}+\dots
=\frac{2\pi^2}{3}\delta^3\left(1-\frac{\pi^2\delta^2}{5}+\dots\right). \tag{7}
$$

The third power has a direct meaning. One factor of $\delta$ is the relative thickness of the layer. The other two arise because the wave function vanishes linearly at the barrier, so its square is of order $\delta^2$ inside a thin layer. A classical particle spread evenly over the sphere would be in the layer with probability $1-(1-\delta)^3\approx3\delta$. The quantum ground state avoids the wall, and this is why the pick-off rate drops so steeply with pore size.

## Second derivation: a complex energy, and a comparison

### Quantities carried over

The free pore radius is $R$, the electron layer has thickness $D$, and the infinite barrier stands at $R_0=R+D$. The ratio $\delta$ is $D/R_0$. Ps has mass 2 in Hartree units, and its ground state in the well has energy $E_0=\pi^2/(4R_0^2)$. In the layer the pick-off rate is $\lambda_A=2.01$ ns$^{-1}$, which rests on the assumed contact density $1/(8\pi)$. The self-annihilation rate of o-Ps is $\lambda_T=0.00721$ ns$^{-1}$. The first derivation integrated the ground-state density over the layer and found $\lambda_{\rm po}=\lambda_AP$ with $P=\delta-\sin(2\pi\delta)/(2\pi)$.

### Loss as an imaginary potential

The same rate can be found from an energy level, without normalising a wave function or integrating a density. Let the amplitude $\Psi$ for surviving Ps obey

$$
i\frac{\partial\Psi}{\partial t}=\left(-\frac14\nabla^2+W(r)\right)\Psi,
$$

with $W=0$ for $r<R$ and $W=w$ for $R<r<R_0$. To find the value of $w$ that describes annihilation, consider the change of the total probability. The kinetic term conserves it, because $\Psi$ vanishes at the barrier and no current leaves there. The potential contributes $-iw+iw^*=2\,{\rm Im}\,w$ times the density, hence

$$
\frac{d}{dt}\int|\Psi|^2d^3r=2\,{\rm Im}\,w\int_{\rm layer}|\Psi|^2d^3r . \tag{8}
$$

Ps wholly inside the layer must disappear at the rate $\lambda_A$. This requires $w=-i\lambda_A/2$. A stationary state varies as $e^{-iEt}$, so its probability varies as $e^{2({\rm Im}E)t}$ and its decay rate is $-2\,{\rm Im}\,E$.

Self-annihilation acts wherever Ps is. It adds the constant $-i\lambda_T/2$ to the potential throughout the well. A constant potential shifts $E$ by its own value and leaves the wave function unchanged, so in this model the total rate is

$$
\lambda=\lambda_{\rm po}+\lambda_T . \tag{9}
$$

The constant can therefore be left out while the pick-off part is calculated.

### Matching at the edge of the layer

For a spherically symmetric state, $u=r\Psi$ obeys $u''=-4(E-W)u$. The solution that vanishes at the origin is proportional to $\sin kr$ in the free region. The solution that vanishes at the barrier is proportional to $\sin q(R_0-r)$ in the layer. The two wave numbers are given by

$$
k^2=4E,\qquad q^2=4(E-w).
$$

The potential jumps by a finite amount at $R$, so $u$ and $u'$ are continuous there, and so is their ratio. In the layer the derivative of $\sin q(R_0-r)$ carries a minus sign. The condition is

$$
k\cot kR+q\cot qD=0 . \tag{10}
$$

For $w=0$ the wave numbers coincide. The ground-state value $k_0=\pi/R_0$ satisfies (10), because $k_0R=\pi-k_0D$ and $\cot(\pi-x)=-\cot x$.

Now let $w$ be small, and let the energy change by $\Delta E$. From the definitions of $k$ and $q$, to first order,

$$
k_0\,\Delta k=2\,\Delta E,\qquad k_0\,\Delta q=2(\Delta E-w).
$$

The derivative of $x\cot xa$ with respect to $x$ is $\cot xa-xa/\sin^2xa$. Let $c=\cot k_0D$ and $s=\sin k_0D$. Then $\cot k_0R=-c$ and $\sin k_0R=s$, and the derivatives of the two terms in (10) are

$$
f=-c-\frac{k_0R}{s^2},\qquad g=c-\frac{k_0D}{s^2}.
$$

The first-order change of (10) must vanish, so $f\,\Delta k+g\,\Delta q=0$. Inserting the changes of the wave numbers and cancelling $2/k_0$ gives

$$
f\,\Delta E+g(\Delta E-w)=0,\qquad \Delta E=\frac{g}{f+g}\,w .
$$

In the sum $f+g$ the cotangents cancel, and $k_0(R+D)=\pi$ leaves $-\pi/s^2$. Therefore

$$
\frac{g}{f+g}=\frac{k_0D-cs^2}{\pi}
=\frac{k_0D-\sin k_0D\cos k_0D}{\pi}
=\delta-\frac{\sin2\pi\delta}{2\pi}=P . \tag{11}
$$

The last step uses $k_0D=\pi\delta$ and $\sin x\cos x=\tfrac12\sin2x$. With $w=-i\lambda_A/2$ the decay rate is

$$
\lambda_{\rm po}=-2\,{\rm Im}(Pw)=\lambda_AP .
$$

This is the result (1) again, known as the Tao-Eldrup relation, now obtained from the shift of a level.

### How small the loss is

Equation (11) is the first term of an expansion in $w$. Condition (10) contains real coefficients, and $f+g$ is not zero, so near $w=0$ the energy is a power series with real coefficients:

$$
E=E_0+Pw+bw^2+\dots \tag{12}
$$

For purely imaginary $w$ the square is real. It shifts the level but does not alter the decay rate, and the first correction to the rate comes from the cubic term. Its relative size can be estimated as $(\lambda_A/\Delta)^2$, where $\Delta$ is the distance to the next spherical level.

In Hartree units $\lambda_A$ is close to $\pi\alpha^3/(8\pi)=1.2208\times10^{-6}\times0.03979\approx4.9\times10^{-8}$. For a pore with $R=0.5$ nm and $D=0.17$ nm, $E_0=0.0154$ hartree. The next spherical level has a full wavelength in the well and energy $4E_0$, so $\Delta=3E_0=0.046$ hartree. The estimated relative correction is of order $10^{-12}$. This estimate is generous: for this pore the numerical coefficient of $(\lambda_A/\Delta)^2$ is about $-0.03$, so the actual correction is smaller still. Annihilation is far too slow to reshape the wave function, which justifies the undisturbed density used in the first derivation.

### From a lifetime to a radius

The following example uses the round model value $D=0.17$ nm. For $R=0.5$ nm the barrier is at $R_0=0.67$ nm and $\delta=0.17/0.67=0.2537$. Equation (11) gives $P=0.2537-0.1591=0.0946$. The pick-off rate is $2.0135\times0.09462=0.1905$ ns$^{-1}$, and the total lifetime is $1/(0.1905+0.0072)=5.06$ ns. Other radii are treated in the same way:

| $R$ (nm) | $P$ | $\lambda_{\rm po}$ (ns$^{-1}$) | lifetime (ns) |
|---|---|---|---|
| 0.3 | 0.240 | 0.484 | 2.04 |
| 0.5 | 0.0946 | 0.191 | 5.06 |
| 1.0 | 0.0194 | 0.0390 | 21.6 |
| 2.0 | 0.00313 | 0.0063 | 74 |

These are ground-state values. In the widest pore the ground-state $\lambda_{\rm po}$ has fallen below $\lambda_T$; at room temperature excited levels raise it above $\lambda_T$ again, as the last section shows. As the pore widens further, the lifetime tends to the vacuum value $1/\lambda_T$ and depends ever less on the radius.

In metrology the calculation runs the other way. Take a total lifetime $\tau=5.0$ ns. The pick-off rate is

$$
\lambda_{\rm po}=\frac1{5.0}-0.00721=0.19279\ \text{ns}^{-1},
$$

and the required layer probability is $P=0.19279/2.0135=0.0957$. A numerical root search in (11) gives $\delta=0.2548$. The radius follows from the definition of $\delta$:

$$
R=D\left(\frac1\delta-1\right)=0.17\left(\frac1{0.2548}-1\right)
=0.50\ \text{nm}=9.4\ \text{bohr}. \tag{13}
$$

The effect of an error in the lifetime follows by differentiating $1/\tau=\lambda_AP+\lambda_T$. At fixed $D$, $d\delta=-\delta\,dR/R_0$, so

$$
\frac{dR}{d\tau}=\frac{R_0}{\tau^2\lambda_A\,\delta\,(1-\cos2\pi\delta)} . \tag{14}
$$

For this example the derivative is 0.050 nm per ns. A lifetime error of 0.1 ns, or 2% of the lifetime, moves the radius by 0.005 nm, or 1% of the radius.

In this example an equal relative error in the layer thickness matters more. With the measured rate and $\lambda_A$ held fixed, $P$ and hence $\delta$ are fixed, and (13) makes $R$ proportional to $D$. A value of $D$ that is 10% larger gives $R=0.547$ nm instead of 0.497 nm. The lifetime supplies the ratio $R/D$, and the calibration of $D$ supplies the length scale.

### What each derivation assumes

The two derivations share the same pore: a sphere with a sharp barrier, a uniform electron layer and Ps in its ground state. Both also take the pore to be closed and pick-off to be the only loss caused by the surroundings. In a film with connected pores, Ps can move from pore to pore or escape, and the relation then does not give the radius of a single pore. They differ in what they take as given.

The first starts from the annihilation of an electron-positron pair. It explains why the rate is proportional to the local electron density, and it gives $\lambda_A$ once that density has been chosen. In return it assumes that the wave function is undisturbed by the loss. It extends readily to a layer of varying density, because (3) requires no more than an integral over the known ground state.

The second takes $\lambda_A$ as given and says nothing about its origin. It assumes that the loss can be described by a local imaginary potential. It does not assume an undisturbed wave function, and it shows how small the disturbance is. In the form (10) it relies on the potential being constant in each region.

The link between them is (8). For a decaying stationary state it gives

$$
-2\,{\rm Im}\,E=\lambda_A\,
\frac{\int_{\rm layer}|\Psi|^2d^3r}{\int|\Psi|^2d^3r} .
$$

This holds for the disturbed state. Replacing that state by the ground state of the empty well turns the right-hand side into the overlap of the first derivation.

The second route also shows what happens if the layer attracts or repels Ps. Let $w=V-i\lambda_A/2$ with $V$ real and small compared with $\Delta$. The imaginary part of $w^2$ is $-V\lambda_A$, so (12) gives

$$
\lambda_{\rm po}=\lambda_A(P+2bV+\dots).
$$

For a real perturbation, the second-order shift of a ground state is negative, hence $b<0$. A repulsive layer lowers the pick-off rate and an attractive layer raises it. For the 0.5 nm pore $\Delta=1.26$ eV and $b\Delta=-0.038$. A step of 1 eV is not small on this scale, and the linear term no longer suffices. Solving the well with such a step gives a layer probability of 0.053 for a repulsive layer and 0.187 for an attractive one, against 0.095 without it. The standard relation omits this effect, and a calibrated $D$ may absorb part of it.

### Where the shared assumptions fail

The first limit is thermal. The lowest excited level has one unit of angular momentum. Its radial function is the spherical Bessel function $j_1(xr/R_0)$, which vanishes at the barrier when $\tan x=x$. The lowest positive root is $x=4.493$. The level is threefold degenerate, and its thermal weight relative to the ground state is

$$
g_1=3\exp\left[-\frac{x^2-\pi^2}{4R_0^2\,k_BT}\right],
$$

where $k_B$ is the Boltzmann constant. At $T=300$ K and $D=0.17$ nm, $g_1$ is $1.3\times10^{-7}$ for $R=0.5$ nm, 0.012 for 1.0 nm and 0.60 for 2.0 nm.

Diagonalising the radial equation on a grid shows that, for $R=2.0$ nm, the excited level has 2.025 times the layer probability of the ground state. If these two levels are in thermal equilibrium, the mean pick-off rate exceeds the ground-state value by the factor

$$
\frac{1+0.597\times2.025}{1+0.597}=1.38 .
$$

Higher levels are left out of this estimate, and they are not negligible. A Boltzmann sum over all levels raises the factor to 1.58, the pick-off rate to 0.0099 ns$^{-1}$, above $\lambda_T$, and shortens the lifetime from 74 ns to 58 ns. The ground-state relation would read that lifetime as a radius of about 1.7 nm. The same sum gives a factor of 1.01 at $R=1.0$ nm and 1.19 at 1.5 nm. For thermalised Ps at room temperature, excited levels can thus be ignored in the 0.5 nm pore but not in the 2.0 nm pore, where a thermal sum over levels is needed.

The second limit is the size of Ps. The positron lies half the electron-positron distance from the centre of mass. In free Ps the mean of that distance is

$$
\int_0^\infty r\,\frac{e^{-r}}{8\pi}\,4\pi r^2dr=\frac{3!}{2}=3\ \text{bohr},
$$

so the mean offset is 1.5 bohr, or about 0.08 nm. This is nearly half of $D$.

For $R=0.5$ nm, numerical integration over the centre-of-mass position and the internal displacement puts 12.2% of the positron density beyond $R$. The centre-of-mass density alone puts 9.5% there. The positron fraction is larger by 29% relative to the latter value, and it includes some density beyond $R_0$.

The length $D$ should therefore not be read as the thickness of a real electron layer. It also stands for the finite size of Ps, the softness of the wall and the difference between the true electron density and the assumed one. A value calibrated on one class of materials carries these effects with it. Its use in another material assumes that they are similar there, and, as long as the ground state alone is occupied, (13) turns any relative error in $D$ into the same relative error in $R$. In wider pores the thermal weights depend on $R_0$ itself and the proportionality is lost: near $R=2$ nm at 300 K, a value of $D$ larger by 10% gives a radius larger by about 20%.
